# Heavy and light holes in silicon: finding the Luttinger parameters: a program that tests the result

```python
"""
Result under test: in the four-band (J = 3/2) Luttinger model of holes,
    m0/m_heavy(n) + m0/m_light(n) = 2*gamma1   for every direction n,
and gamma1, gamma2, gamma3 follow from masses along [001] and [111].
Symbols: gamma1..3 dimensionless Luttinger parameters; masses in units of
the free-electron mass m0; n unit vector along k; hole energy is positive;
split_off is the spin-orbit splitting of the valence-band top.
An independent six-band model (p orbitals times spin) tests the four-band
masses at small k and sizes the error of the sum rule at finite k.
"""
import itertools
import numpy as np
from scipy import constants as const

# Spin-3/2 matrices, basis M = 3/2, 1/2, -1/2, -3/2
M = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.zeros((4, 4), complex)
for col in range(1, 4):
    raising[col - 1, col] = np.sqrt(3.75 - M[col] * (M[col] + 1))
J = [(raising + raising.conj().T) / 2,
     (raising - raising.conj().T) / 2j,
     np.diag(M).astype(complex)]
PAIRS = [(0, 1), (1, 2), (2, 0)]


def four_band(gammas, n):
    """Luttinger matrix in units of hbar^2 k^2 / (2 m0)."""
    g1, g2, g3 = gammas
    h = (g1 + 2.5 * g2) * np.dot(n, n) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * g2 * n[i]**2 * J[i] @ J[i]
    for i, j in PAIRS:
        h -= 2 * g3 * n[i] * n[j] * (J[i] @ J[j] + J[j] @ J[i])
    return h


def masses(gammas, n):
    levels = np.linalg.eigvalsh(four_band(gammas, n))
    assert abs(levels[0] - levels[1]) < 1e-11
    assert abs(levels[2] - levels[3]) < 1e-11
    return 1 / levels[0], 1 / levels[2]


def heavy_spin_squared(gammas, n):
    """Mean of (J.n)^2 in the heavy pair."""
    vectors = np.linalg.eigh(four_band(gammas, n))[1][:, :2]
    j_along = sum(n[i] * J[i] for i in range(3))
    return np.trace(vectors.conj().T @ j_along @ j_along @ vectors).real / 2


# Six-band model: orbital angular momentum one and Pauli matrices
orbital_L = np.zeros((3, 3, 3), complex)
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    orbital_L[i, j, k], orbital_L[i, k, j] = -1j, 1j
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_dot_sigma = sum(np.kron(orbital_L[i], pauli[i]) for i in range(3))
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18 * 1e3  # meV nm^2


def six_band_levels(gammas, n, k, split_off):
    """Hole energies in meV; k in 1/nm, split_off in meV."""
    g1, g2, g3 = gammas
    orb = 6 * g3 * np.outer(n, n)
    for i in range(3):
        orb[i, i] = (g1 + 4 * g2) * n[i]**2 + (g1 - 2 * g2) * (1 - n[i]**2)
    h = kinetic * k**2 * np.kron(orb, np.eye(2))
    h = h + split_off / 3 * (np.eye(6) - L_dot_sigma)
    return np.linalg.eigvalsh(h)


n001 = np.array([0.0, 0.0, 1.0])
n111 = np.ones(3) / np.sqrt(3)
n110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)

# Inputs: rough silicon values
mh001, ml001, mh111, ml111 = 0.28, 0.20, 0.72, 0.14
half_digit = 0.005
split_off = 44.0  # meV


def recover(heavy001, light001, heavy111):
    g1 = (1 / heavy001 + 1 / light001) / 2
    g2 = (1 / light001 - 1 / heavy001) / 4
    return np.array([g1, g2, (g1 - 1 / heavy111) / 2])


gam = recover(mh001, ml001, mh111)
g1, g2, g3 = gam
g1_from111 = (1 / mh111 + 1 / ml111) / 2
g3_from111 = (1 / ml111 - 1 / mh111) / 4

# Spin algebra and the traces used in the proof
assert np.allclose(J[0] @ J[1] - J[1] @ J[0], 1j * J[2])
assert np.allclose(sum(a @ a for a in J), 3.75 * np.eye(4))
quad = [a @ a - 1.25 * np.eye(4) for a in J]
sym = [(J[i] @ J[j] + J[j] @ J[i]) / 2 for i, j in PAIRS]
operators = quad + sym
gram = np.array([[np.trace(a @ b).real for b in operators] for a in operators])
expected = np.zeros((6, 6))
expected[:3, :3] = 6 * np.eye(3) - 2
expected[3:, 3:] = 3 * np.eye(3)
assert np.allclose(gram, expected)
assert max(abs(np.trace(a)) for a in operators) < 1e-12

# Sum rule, closed dispersion and six-band limit in random directions
rng = np.random.default_rng(7)
inverse_sums = []
for trial in range(200):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    test_gam = gam if trial < 100 else np.array(
        [rng.uniform(4, 9), rng.uniform(0.1, 1.9), rng.uniform(0.1, 1.9)])
    heavy, light = masses(test_gam, n)
    if trial < 100:
        inverse_sums.append(1 / heavy + 1 / light)
    assert abs(1 / heavy + 1 / light - 2 * test_gam[0]) < 1e-10
    s = sum(n[i]**2 * n[j]**2 for i, j in PAIRS)
    root = 2 * np.sqrt(test_gam[1]**2
                       + 3 * (test_gam[2]**2 - test_gam[1]**2) * s)
    assert abs(1 / heavy - (test_gam[0] - root)) < 1e-10
    small_k = 1e-3
    six = six_band_levels(test_gam, n, small_k, split_off)
    six = six / (kinetic * small_k**2)
    # remaining difference is the split-off admixture, of order k^2
    assert np.allclose(six[[0, 2]], [1 / heavy, 1 / light], atol=1e-4)
    # recovery from masses found by diagonalization
    a, b = masses(test_gam, n001)
    c, d = masses(test_gam, n111)
    assert np.allclose(recover(a, b, c), test_gam, atol=1e-9)
    assert abs((1 / d - 1 / c) / 4 - test_gam[2]) < 1e-9
    # signs of gamma2 and gamma3 do not show in the masses
    for s2, s3 in [(-1, 1), (1, -1), (-1, -1)]:
        flipped = test_gam * np.array([1, s2, s3])
        assert np.allclose(masses(flipped, n), (heavy, light), rtol=1e-9)

# The heavy pair's angular momentum does reveal the signs
assert abs(heavy_spin_squared(gam, n001) - 2.25) < 1e-10
assert abs(heavy_spin_squared(gam, n111) - 2.25) < 1e-10
assert abs(heavy_spin_squared(gam * [1, -1, 1], n001) - 0.25) < 1e-10
assert abs(heavy_spin_squared(gam * [1, 1, -1], n111) - 0.25) < 1e-10
assert g1 > 2 * max(abs(g2), abs(g3))

# Rounding of the three input masses; fourth mass as a check
corners, predicted_range = [], []
for d in itertools.product([-half_digit, half_digit], repeat=3):
    trial_gam = recover(mh001 + d[0], ml001 + d[1], mh111 + d[2])
    corners.append(trial_gam)
    predicted_range.append(masses(trial_gam, n111)[1])
low, high = np.min(corners, axis=0), np.max(corners, axis=0)
predicted_ml111 = masses(gam, n111)[1]
assert abs(predicted_ml111 - ml111) < half_digit
mh110, ml110 = masses(gam, n110)

# Leading effect of the split-off band on the sum rule
for n, g in [(n001, g2), (n111, g3)]:
    k = 0.01
    e = six_band_levels(gam, n, k, split_off)
    loss = 2 * g1 - (e[0] + e[2]) / (kinetic * k**2)
    leading = 8 * g**2 * kinetic * k**2 / split_off
    assert abs(loss / leading - 1) < 2e-3  # next order in k^2 remains

print("INPUTS (rough silicon values)")
print(f"heavy, light mass [001]: {mh001:.2f}, {ml001:.2f} m0")
print(f"heavy, light mass [111]: {mh111:.2f}, {ml111:.2f} m0")
print(f"split-off energy: {split_off:.0f} meV")
print("INVERSE MASSES (m0/m, dimensionless)")
print(f"[001] heavy, light: {1/mh001:.3f}, {1/ml001:.3f}")
print(f"[111] heavy, light: {1/mh111:.3f}, {1/ml111:.3f}")
print(f"inverse sum [001], [111]: {1/mh001+1/ml001:.3f}, "
      f"{1/mh111+1/ml111:.3f}")
print(f"sum of masses [001], [111]: {mh001+ml001:.2f}, {mh111+ml111:.2f} m0")
print("RECOVERED PARAMETERS (dimensionless)")
for name, value, lo, hi in zip(("gamma1", "gamma2", "gamma3"), gam, low, high):
    print(f"{name}: {value:.3f}, rounding range {lo:.2f} to {hi:.2f}")
print(f"[111] pair alone: gamma1 {g1_from111:.3f}, gamma3 {g3_from111:.3f}")
print("PREDICTIONS")
print(f"light mass [111]: {predicted_ml111:.4f} m0")
print(f"its rounding range: {min(predicted_range):.4f} to "
      f"{max(predicted_range):.4f} m0")
print(f"heavy, light mass [110]: {mh110:.3f}, {ml110:.3f} m0")
print(f"inverse sum [110]: {1/mh110+1/ml110:.3f}")
print(f"spread of inverse sum, 100 directions: {np.ptp(inverse_sums):.0e}")
print("SIX-BAND CHECK OF THE NEGLECTED SPLIT-OFF BAND")
print(f"hbar^2/(2 m0): {kinetic:.2f} meV nm^2")
print(f"kT at 300 K: {const.k*300/const.e*1e3:.1f} meV")
for k in (0.1, 0.2, 0.4):
    for label, n, g in (("[001]", n001, g2), ("[111]", n111, g3)):
        e = six_band_levels(gam, n, k, split_off)
        total = (e[0] + e[2]) / (kinetic * k**2)
        lead = 8 * g**2 * kinetic * k**2 / split_off
        print(f"k={k:.1f}/nm {label}: E_h {e[0]:.2f}, E_l {e[2]:.2f} meV")
        print(f"  sum {total:.3f}, below 2*gamma1 by "
              f"{100*(1-total/(2*g1)):.2f} %, leading order "
              f"{100*lead/(2*g1):.2f} %")
print("finished without a failed check")
```

Output:

```
INPUTS (rough silicon values)
heavy, light mass [001]: 0.28, 0.20 m0
heavy, light mass [111]: 0.72, 0.14 m0
split-off energy: 44 meV
INVERSE MASSES (m0/m, dimensionless)
[001] heavy, light: 3.571, 5.000
[111] heavy, light: 1.389, 7.143
inverse sum [001], [111]: 8.571, 8.532
sum of masses [001], [111]: 0.48, 0.86 m0
RECOVERED PARAMETERS (dimensionless)
gamma1: 4.286, rounding range 4.19 to 4.38
gamma2: 0.357, rounding range 0.31 to 0.40
gamma3: 1.448, rounding range 1.40 to 1.50
[111] pair alone: gamma1 4.266, gamma3 1.438
PREDICTIONS
light mass [111]: 0.1392 m0
its rounding range: 0.1354 to 0.1431 m0
heavy, light mass [110]: 0.571, 0.147 m0
inverse sum [110]: 8.571
spread of inverse sum, 100 directions: 1e-14
SIX-BAND CHECK OF THE NEGLECTED SPLIT-OFF BAND
hbar^2/(2 m0): 38.10 meV nm^2
kT at 300 K: 25.9 meV
k=0.1/nm [001]: E_h 1.36, E_l 1.90 meV
  sum 8.563, below 2*gamma1 by 0.10 %, leading order 0.10 %
k=0.1/nm [111]: E_h 0.53, E_l 2.68 meV
  sum 8.423, below 2*gamma1 by 1.74 %, leading order 1.70 %
k=0.2/nm [001]: E_h 5.44, E_l 7.56 meV
  sum 8.535, below 2*gamma1 by 0.42 %, leading order 0.41 %
k=0.2/nm [111]: E_h 2.12, E_l 9.98 meV
  sum 7.941, below 2*gamma1 by 7.36 %, leading order 6.78 %
k=0.4/nm [001]: E_h 21.77, E_l 29.55 meV
  sum 8.418, below 2*gamma1 by 1.79 %, leading order 1.65 %
k=0.4/nm [111]: E_h 8.47, E_l 28.72 meV
  sum 6.100, below 2*gamma1 by 28.83 %, leading order 27.13 %
finished without a failed check
```
